# Does optical activity in a crystal require chirality?: verification in Python

```python
# RESULT UNDER TEST
# Optical activity does not require chirality in oriented matter.  The circular
# birefringence along a unit vector s is governed by s.G.s, where G is a symmetric
# axial tensor allowed in 15 crystal classes, four of them achiral: m, mm2, -4, -42m.
# SYMBOLS
# eps : relative permittivity without spatial dispersion
# g   : axial tensor in eps_ij(k) = eps_ij + i e_ijm g_ml k_l   (metres)
# G   : symmetric part of the matrix product eps g              (metres)
# k0  : vacuum wavenumber; fields vary as exp(i k.r - i omega t)
# Rotation angles are positive when right-handed about s.
import numpy as np
from scipy.constants import pi

I3 = np.eye(3)
LC = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    LC[a, b, c], LC[b, a, c] = 1.0, -1.0
rng = np.random.default_rng(7)


def clean(value, digits):
    """Round and remove a negative zero."""
    return round(float(value), digits) + 0.0


# ---------------------------------------------------------------- point groups
def rotation(axis, order):
    u = np.array(axis, float) / np.linalg.norm(axis)
    t = 2 * pi / order
    cross = np.array([[0, -u[2], u[1]], [u[2], 0, -u[0]], [-u[1], u[0], 0]])
    return np.cos(t) * I3 + np.sin(t) * cross + (1 - np.cos(t)) * np.outer(u, u)


def close_group(generators):
    elements, seen = [I3], {tuple((np.round(I3, 5) + 0.0).ravel())}
    for element in elements:          # the list grows while it is traversed
        for generator in generators:
            new = generator @ element
            key = tuple((np.round(new, 5) + 0.0).ravel())
            if key not in seen:
                seen.add(key)
                elements.append(new)
    return elements


Z, X = (0, 0, 1), (1, 0, 0)
C2, C3, C4, C6 = (rotation(Z, n) for n in (2, 3, 4, 6))
U2, D3, INV = rotation(X, 2), rotation((1, 1, 1), 3), -I3
MX = -U2
generators = {
    "1": [], "-1": [INV], "2": [C2], "m": [-C2], "2/m": [C2, INV],
    "222": [C2, U2], "mm2": [C2, MX], "mmm": [C2, U2, INV],
    "4": [C4], "-4": [-C4], "4/m": [C4, INV], "422": [C4, U2],
    "4mm": [C4, MX], "-42m": [-C4, U2], "4/mmm": [C4, U2, INV],
    "3": [C3], "-3": [C3, INV], "32": [C3, U2], "3m": [C3, MX],
    "-3m": [C3, U2, INV], "6": [C6], "-6": [-C6], "6/m": [C6, INV],
    "622": [C6, U2], "6mm": [C6, MX], "-62m": [-C6, U2],
    "6/mmm": [C6, U2, INV], "23": [C2, D3], "m-3": [C2, D3, INV],
    "432": [C4, D3], "-43m": [-C4, D3], "m-3m": [C4, D3, INV]}
groups = {name: close_group(gen) for name, gen in generators.items()}
swap = np.zeros((9, 9))
for i in range(3):
    for j in range(3):
        swap[3 * i + j, 3 * j + i] = 1
sym_dim, anti_dim, invariant = {}, {}, {}
for name, ops in groups.items():
    projector = sum(np.linalg.det(R) * np.kron(R, R) for R in ops) / len(ops)
    sym_dim[name] = round(np.trace(projector @ (np.eye(9) + swap)) / 2)
    anti_dim[name] = round(np.trace(projector @ (np.eye(9) - swap)) / 2)
    trial = rng.normal(size=(3, 3))
    invariant[name] = (projector @ (trial + trial.T).ravel()).reshape(3, 3)
chiral = [n for n, ops in groups.items()
          if all(np.linalg.det(R) > 0 for R in ops)]
centric = [n for n, ops in groups.items()
           if any(np.allclose(R, INV) for R in ops)]
active = [n for n in groups if sym_dim[n] > 0]
achiral_active = [n for n in active if n not in chiral]
anti_only = [n for n in groups if sym_dim[n] == 0 and anti_dim[n] > 0]
assert len(groups) == 32 and len(chiral) == 11 and len(centric) == 11
assert len(active) == 15 and set(chiral) <= set(active)
assert set(achiral_active) == {"m", "mm2", "-4", "-42m"}
assert set(anti_only) == {"3m", "4mm", "6mm"}
for name in achiral_active:
    assert abs(np.trace(invariant[name])) < 1e-12
# claimed forms: m normal to z; mm2 along z; -42m with twofold axis along x
claimed_zero = {"m": ["00", "11", "22", "01"],
                "mm2": ["00", "11", "22", "02", "12"],
                "-4": ["22", "02", "12"], "-42m": ["22", "01", "02", "12"]}
for name, zeros in claimed_zero.items():
    for i in range(3):
        for j in range(i, 3):
            is_zero = abs(invariant[name][i, j]) < 1e-12
            assert is_zero == (f"{i}{j}" in zeros)


# ------------------------------------------------- full wave equation in crystal
def frame(s):
    helper = np.array(Z if abs(s[2]) < 0.9 else X, float)
    e1 = np.cross(helper, s)
    e1 /= np.linalg.norm(e1)
    return e1, np.cross(s, e1)


def modes(eps, g, s, k0):
    """Indices and transverse polarizations of both forward plane waves."""
    e1, e2 = frame(s)
    M = np.einsum("ijm,ml,l->ij", LC, g, s)
    inverse = np.linalg.inv(eps)
    companion = np.block([[np.zeros((3, 3)), I3],
                          [inverse @ (I3 - np.outer(s, s)), -1j * k0 * inverse @ M]])
    reciprocal_index, vectors = np.linalg.eig(companion)
    pick = np.argsort(reciprocal_index.real)[-2:]
    field = vectors[:3, pick]
    V = np.array([e1 @ field, e2 @ field])
    return 1 / reciprocal_index[pick].real, V / np.linalg.norm(V, axis=0)


def azimuth(index, V, k0, thickness):
    """Azimuth after the crystal for input linearly polarized along e1."""
    amplitude = np.linalg.solve(V, np.array([1, 0], complex))
    out = V @ (amplitude * np.exp(1j * k0 * index * thickness))
    return 0.5 * np.arctan2(2 * (out[0].conjugate() * out[1]).real,
                            abs(out[0])**2 - abs(out[1])**2)


def circular_coupling(eps, Gamma, s):
    """Coupling chi taken from the exact inverse of the Hermitian permittivity."""
    e1, e2 = frame(s)
    eta = np.linalg.inv(eps + 1j * np.einsum("ijm,m->ij", LC, Gamma))
    return -(e1 @ eta @ e2).imag


# first-order coupling for arbitrary anisotropy and a non-symmetric g
for _ in range(5):
    B = rng.normal(size=(3, 3))
    eps_test = 2 * I3 + 0.2 * B @ B.T
    s = rng.normal(size=3)
    s /= np.linalg.norm(s)
    Gamma = 1e-4 * rng.normal(size=(3, 3)) @ s
    predicted = s @ eps_test @ Gamma / np.linalg.det(eps_test)
    assert abs(circular_coupling(eps_test, Gamma, s) - predicted) < 1e-10
# antisymmetric g of 3m, 4mm, 6mm in a uniaxial crystal: no circular coupling
anti_g = 1e-4 * np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]])
s = np.array([0.48, 0.60, 0.64])
assert abs(circular_coupling(np.diag([2.2, 2.2, 2.6]), anti_g @ s, s)) < 1e-14

wavelength, thickness = 500e-9, 1e-3
k0 = 2 * pi / wavelength

# class -42m at an accidental isotropy point
n_iso, g0 = 2.0, 5e-12
g_42m = np.diag([g0, -g0, 0])
rho_iso = k0**2 * g0 / 2
scan = []
for phi in (0, 30, 45, 60, 90):
    t = np.radians(phi)
    s = np.array([np.cos(t), np.sin(t), 0])
    angle = azimuth(*modes(n_iso**2 * I3, g_42m, s, k0), k0, thickness)
    assert abs(angle - k0**2 * (s @ g_42m @ s) / 2 * thickness) < 1e-4
    scan.append((phi, np.degrees(angle)))
angle_z = azimuth(*modes(n_iso**2 * I3, g_42m, np.array(Z, float), k0), k0, thickness)
assert abs(angle_z) < 1e-6
n_x, V_x = modes(n_iso**2 * I3, g_42m, np.array(X, float), k0)
circular_split = abs(n_x[0] - n_x[1])
assert abs(circular_split / (k0 * g0) - 1) < 1e-6

# the same class with linear birefringence, wave along x
n_o, n_e = 2.00, 2.01
eps_uni = np.diag([n_o**2, n_o**2, n_e**2])
s = np.array(X, float)
n_bi, V_bi = modes(eps_uni, g_42m, s, k0)
s3 = 2 * (V_bi[0].conj() * V_bi[1]).imag
ellipticity = 0.5 * np.arcsin(np.max(np.abs(s3)))
chi = (n_o + n_e) / 2 * k0 * (s @ eps_uni @ g_42m @ s) / np.linalg.det(eps_uni)
formula = 0.5 * np.arctan(2 * chi / (n_o**-2 - n_e**-2))
# tolerance: the formula uses the mean of two indices that differ by 0.5 percent
assert abs(ellipticity / formula - 1) < 1e-2
simple_ellipticity = 0.5 * np.arctan(k0 * g0 / (n_e - n_o))
assert abs(ellipticity / simple_ellipticity - 1) < 2e-2
swing = max(abs(azimuth(n_bi, V_bi, k0, d)) for d in np.linspace(0, thickness, 4001))
assert abs(swing / ellipticity - 1) < 1e-2

# class mm2 (twofold axis z), optic axes in the xy plane
nx, ny, nz = 1.50, 1.60, 1.55
ex, ey, ez = nx**2, ny**2, nz**2
eps_mm2 = np.diag([ex, ey, ez])
g_mm2 = np.array([[0, 4e-12, 0], [2e-12, 0, 0], [0, 0, 0]])
G_mm2 = (eps_mm2 @ g_mm2 + (eps_mm2 @ g_mm2).T) / 2
axis_angle = np.arcsin(np.sqrt((1 / ez - 1 / ey) / (1 / ex - 1 / ey)))
axis_results = []
for sign in (1, -1):
    s = np.array([np.cos(axis_angle), sign * np.sin(axis_angle), 0])
    angle = azimuth(*modes(eps_mm2, g_mm2, s, k0), k0, thickness)
    rho = k0**2 * ez**2 * (s @ G_mm2 @ s) / (2 * np.linalg.det(eps_mm2))
    assert abs(angle / (rho * thickness) - 1) < 1e-3
    axis_results.append(np.degrees(angle))
assert axis_results[0] * axis_results[1] < 0
s = np.array([np.cos(axis_angle), np.sin(axis_angle), 0])
naive = np.degrees(k0**2 * (s @ g_mm2 @ s) / 2 * thickness)
assert abs(naive / axis_results[0] - 1) > 5e-3   # symmetric part of g is not enough
# optic axes in the xz plane, which contains the twofold axis
fx, fy, fz = 1.50**2, 1.55**2, 1.60**2
t = np.arcsin(np.sqrt((1 / fy - 1 / fz) / (1 / fx - 1 / fz)))
s = np.array([np.cos(t), 0, np.sin(t)])
angle_mirror = azimuth(*modes(np.diag([fx, fy, fz]), g_mm2, s, k0), k0, thickness)
assert abs(angle_mirror) < 1e-4


# -------------------------------------------- molecule of polarizable points
def dipole_response(points, alpha, k):
    """Inverse of the coupled-dipole matrix with fully retarded fields."""
    count = len(points)
    K = np.zeros((count, 3, count, 3), complex)
    for a in range(count):
        K[a, :, a, :] = (1 / alpha[a] - 2j * k**3 / 3) * I3
        for b in range(count):
            if a != b:
                R = points[a] - points[b]
                r = np.linalg.norm(R)
                uu = np.outer(R, R) / r**2
                K[a, :, b, :] = -np.exp(1j * k * r) * (
                    (3 * uu - I3) * (1 / r**3 - 1j * k / r**2)
                    + (I3 - uu) * k**2 / r)
    A = np.linalg.inv(K.reshape(3 * count, 3 * count))
    return A.reshape(count, 3, count, 3)


def static_g(points, alpha, density):
    A = dipole_response(points, alpha, 0.0).real
    separation = points[:, None, :] - points[None, :, :]
    gamma = -4 * pi * density * np.einsum("abl,aibj->ijl", separation, A)
    return 0.5 * np.einsum("mij,ijl->ml", LC, gamma)


def retarded_sgs(points, alpha, density, s, k):
    """Circular part of the forward response divided by k."""
    phase = np.exp(1j * k * points @ s)
    response = 4 * pi * density * np.einsum(
        "a,aibj,b->ij", phase.conj(), dipole_response(points, alpha, k), phase)
    e1, e2 = frame(s)
    return ((e1 @ response @ e2 - e2 @ response @ e1) / 2j).real / k


def orientation_mean(points, alpha, density, k):
    nodes, weights = np.polynomial.legendre.leggauss(4)
    total = 0.0
    for u, w in zip(nodes, weights):
        for p in 0.1 + 2 * pi * np.arange(8) / 8:
            r = np.sqrt(1 - u * u)
            s = np.array([r * np.cos(p), r * np.sin(p), u])
            total += w / 16 * retarded_sgs(points, alpha, density, s, k)
    return total


density = 1e25
bent = 1e-9 * np.array([[0, 0, 0], [0, 0.12, 0.09], [0, -0.12, 0.09]])
alpha_bent = 1e-30 * np.array([1.0, 0.5, 0.5])
g_bent = static_g(bent, alpha_bent, density)
scale = np.max(np.abs(g_bent))
others = g_bent.copy()
others[0, 1] = 0
assert abs(g_bent[0, 1]) > 0 and np.max(np.abs(others)) < 1e-9 * scale
molecular = []
for sign in (1, -1):
    s = np.array([1, sign, 0]) / np.sqrt(2)
    direct = retarded_sgs(bent, alpha_bent, density, s, k0)
    assert abs(direct / (s @ g_bent @ s) - 1) < 1e-3
    molecular.append(np.degrees(k0**2 * direct / 2))
assert molecular[0] * molecular[1] < 0
mean_bent = orientation_mean(bent, alpha_bent, density, k0)
assert abs(mean_bent) < 1e-6 * scale
# a fourth point outside the plane makes the molecule chiral
twisted = np.vstack([bent, 1e-9 * np.array([0.13, 0.10, -0.10])])
alpha_twisted = np.append(alpha_bent, 1e-30)
g_twisted = static_g(twisted, alpha_twisted, density)
mean_twisted = orientation_mean(twisted, alpha_twisted, density, k0)
scale_twisted = np.max(np.abs(g_twisted))
assert abs(np.trace(g_twisted)) / 3 > 1e-3 * scale_twisted
assert abs(mean_twisted - np.trace(g_twisted) / 3) < 1e-4 * scale_twisted

# ---------------------------------------------------------------------- output
print("crystal classes:", len(groups), " centrosymmetric:", len(centric))
print("classes allowing G:", len(active), " enantiomorphic:", len(chiral))
print("enantiomorphic:", ", ".join(chiral))
print("achiral allowing G:", ", ".join(achiral_active))
for name in achiral_active:
    print(f"independent components of G in {name}: {sym_dim[name]}")
print("only antisymmetric g allowed:", ", ".join(anti_only))
print(f"wavelength: {wavelength*1e9:.0f} nm, thickness: {thickness*1e3:.0f} mm")
print(f"vacuum wavenumber k0: {k0:.5e} 1/m")
print("--- class -42m, isotropy point")
print(f"index: {n_iso:.2f}, g_xx = -g_yy: {g0*1e12:.1f} pm")
print(f"circular index difference along x: {circular_split:.4e}")
print(f"rotatory power along x: {rho_iso:.2f} rad/m")
print(f"rotatory power along x: {np.degrees(rho_iso)/1e3:.3f} deg/mm")
for phi, angle in scan:
    print(f"rotation, s at {phi} deg from x: {clean(angle, 3):.3f} deg")
print(f"rotation, s along z: {clean(np.degrees(angle_z), 3):.3f} deg")
print("--- class -42m, birefringent, s along x")
print(f"ordinary index: {n_o:.2f}, extraordinary index: {n_e:.2f}")
print(f"ratio k0 g_xx / (n_e - n_o): {k0*g0/(n_e-n_o):.4e}")
print(f"mode ellipticity angle: {np.degrees(ellipticity):.4f} deg")
print(f"largest azimuth within 1 mm: {np.degrees(swing):.4f} deg")
print("--- class mm2, optic axes in xy plane")
print(f"indices n_x, n_y, n_z: {nx:.2f}, {ny:.2f}, {nz:.2f}")
print(f"g_xy: {g_mm2[0,1]*1e12:.1f} pm, g_yx: {g_mm2[1,0]*1e12:.1f} pm")
print(f"G_xy: {G_mm2[0,1]*1e12:.4f} pm")
print(f"optic axes at +/- {np.degrees(axis_angle):.3f} deg from x")
print(f"rotation on first optic axis: {axis_results[0]:.3f} deg")
print(f"rotation on second optic axis: {axis_results[1]:.3f} deg")
print(f"first axis, from symmetric part of g alone: {naive:.3f} deg")
print(f"rotation, optic plane xz: {clean(np.degrees(angle_mirror), 3):.3f} deg")
print("--- bent three-point molecule, oriented dilute gas")
print(f"number density: {density:.1e} 1/m^3")
print("apex at origin; ends at y = +/-0.12 nm, z = 0.09 nm"
      if np.allclose(bent[1:, 1:] * 1e9, [[0.12, 0.09], [-0.12, 0.09]]) else "")
print(f"polarizability volume, apex: {alpha_bent[0]*1e30:.1f}e-30 m^3")
print(f"polarizability volume, each end: {alpha_bent[1]*1e30:.1f}e-30 m^3")
print(f"g_xy: {g_bent[0,1]*1e15:.4f} fm")
print(f"circular part, s along (1,1,0): {molecular[0]:.4f} deg/m")
print(f"circular part, s along (1,-1,0): {molecular[1]:.4f} deg/m")
print(f"orientation mean of s.g.s: {clean(mean_bent*1e15, 6):.6f} fm")
print("fourth point at (0.13, 0.10, -0.10) nm, polarizability as apex"
      if np.allclose(twisted[3] * 1e9, [0.13, 0.10, -0.10]) else "")
print(f"orientation mean with fourth point: {mean_twisted*1e15:.6f} fm")
print(f"trace(g)/3 with fourth point: {np.trace(g_twisted)/3*1e15:.6f} fm")
print("done: every assertion held")
```

Output:

```
crystal classes: 32  centrosymmetric: 11
classes allowing G: 15  enantiomorphic: 11
enantiomorphic: 1, 2, 222, 4, 422, 3, 32, 6, 622, 23, 432
achiral allowing G: m, mm2, -4, -42m
independent components of G in m: 2
independent components of G in mm2: 1
independent components of G in -4: 2
independent components of G in -42m: 1
only antisymmetric g allowed: 4mm, 3m, 6mm
wavelength: 500 nm, thickness: 1 mm
vacuum wavenumber k0: 1.25664e+07 1/m
--- class -42m, isotropy point
index: 2.00, g_xx = -g_yy: 5.0 pm
circular index difference along x: 6.2832e-05
rotatory power along x: 394.78 rad/m
rotatory power along x: 22.619 deg/mm
rotation, s at 0 deg from x: 22.619 deg
rotation, s at 30 deg from x: 11.310 deg
rotation, s at 45 deg from x: 0.000 deg
rotation, s at 60 deg from x: -11.310 deg
rotation, s at 90 deg from x: -22.619 deg
rotation, s along z: 0.000 deg
--- class -42m, birefringent, s along x
ordinary index: 2.00, extraordinary index: 2.01
ratio k0 g_xx / (n_e - n_o): 6.2832e-03
mode ellipticity angle: 0.1804 deg
largest azimuth within 1 mm: 0.1796 deg
--- class mm2, optic axes in xy plane
indices n_x, n_y, n_z: 1.50, 1.60, 1.55
g_xy: 4.0 pm, g_yx: 2.0 pm
G_xy: 7.0600 pm
optic axes at +/- 43.614 deg from x
rotation on first optic axis: 13.306 deg
rotation on second optic axis: -13.306 deg
first axis, from symmetric part of g alone: 13.556 deg
rotation, optic plane xz: 0.000 deg
--- bent three-point molecule, oriented dilute gas
number density: 1.0e+25 1/m^3
apex at origin; ends at y = +/-0.12 nm, z = 0.09 nm
polarizability volume, apex: 1.0e-30 m^3
polarizability volume, each end: 0.5e-30 m^3
g_xy: 4.4180 fm
circular part, s along (1,1,0): 9.9933 deg/m
circular part, s along (1,-1,0): -9.9933 deg/m
orientation mean of s.g.s: 0.000000 fm
fourth point at (0.13, 0.10, -0.10) nm, polarizability as apex
orientation mean with fourth point: -0.004925 fm
trace(g)/3 with fourth point: -0.004925 fm
done: every assertion held
```
